# Subtractive two-layer embedding for surface reactions: link atoms and error cancellation

## A case that can be seen through

A surface atom carries a reactive group and is held by three back-bonds. In a small cluster model, $k$ of its back-neighbours are kept and the other $3-k$ are replaced by hydrogen atoms, called link atoms. Suppose that, at a level of theory $X$, each neighbour put back in place of a hydrogen shifts the reaction energy by the same amount $b_X$:

$$\Delta E_X(k)=a_X+k\,b_X .$$

The full system has $k=3$. An expensive level $H$ is affordable for the cluster, a cheap level $L$ for everything. The bare cluster then errs, relative to $H$ on the full system, by

$$\Delta E_H(k)-\Delta E_H(3)=-(3-k)\,b_H .$$

Now let the cheap level supply the missing shift, $\Delta E_L(3)-\Delta E_L(k)=(3-k)b_L$. Adding it to the cluster result leaves the error

$$-(3-k)b_H+(3-k)b_L=(3-k)(b_L-b_H).$$

The cheap level need not give a good reaction energy, since $a_L$ has dropped out. It must give a good value for the effect of exchanging a link atom for the real neighbour. If $b_L$ has the wrong sign, the correction does harm. The general scheme has the same structure without the assumption of equal shifts.

## Definitions and the energy

Let $r$ denote the real system and $m$ the model: the inner atoms plus one link atom per cut bond. For a cut bond between inner atom $A$ and outer atom $B$, the link atom sits at

$$\mathbf R_\ell=\mathbf R_A+g(\mathbf R_B-\mathbf R_A),\qquad(1)$$

with a fixed number $g$. The subtractive energy is

$$E_{\rm sub}=E_L(r)+E_H(m)-E_L(m).\qquad(2)$$

The cheap calculation on $r$ describes everything once; the difference $E_H(m)-E_L(m)$ upgrades the inner part. Two limits check the counting. If the model is the whole system, the $L$ terms cancel and $E_{\rm sub}=E_H(r)$. If the two levels coincide, the model terms cancel and $E_{\rm sub}=E_L(r)$.

This is mechanical embedding: the high-level calculation does not feel the charges of the outer layer. Their influence enters through the $L$ terms. "Real" means the largest system treated, which may itself be a finite piece of a surface.

## Reaction energy

Let $\Delta$ mean products minus reactants, with the same cut bonds and link rule on both sides. A free gas molecule belongs wholly to the inner layer and has no links. For it $E_L(r)=E_L(m)$, so (2) reduces to its high-level energy. Since (2) is linear in the energies,

$$\Delta E_{\rm sub}=\Delta E_L(r)+\Delta E_H(m)-\Delta E_L(m).$$

Define the response of level $X$ to replacing the model by the real system,

$$S_X=\Delta E_X(r)-\Delta E_X(m).\qquad(3)$$

Grouping the two $L$ terms gives

$$\Delta E_{\rm sub}=\Delta E_H(m)+S_L,\qquad(4)$$

which is the high-level cluster reaction energy plus a low-level correction. The correction is more than an environment term: passing from $m$ to $r$ adds the outer atoms and also removes the link atoms. Separating the two effects would need a further reference system, and the split would depend on its choice.

## When do the errors cancel?

Take $\Delta E_H(r)$ as reference. From (3), $\Delta E_H(m)=\Delta E_H(r)-S_H$. The bare cluster therefore has error $-S_H$, and inserting the same relation in (4) gives

$$\Delta E_{\rm sub}-\Delta E_H(r)=S_L-S_H.\qquad(5)$$

Embedding improves on the cluster when $|S_L-S_H|<|S_H|$. For $S_H\neq0$, division by $|S_H|$ gives $|S_L/S_H-1|<1$, or

$$0<\frac{S_L}{S_H}<2.\qquad(6)$$

A low level that overestimates the response by more than a factor of two is as unsuitable as one with the wrong sign. If $S_H=0$, the cluster already matches the reference and no correction can improve it.

A second comparison is with the low level applied to the whole system. Let $D(x)=\Delta E_H(x)-\Delta E_L(x)$ be the difference between levels on system $x$. Then

$$\Delta E_{\rm sub}=\Delta E_L(r)+D(m),\qquad \Delta E_H(r)=\Delta E_L(r)+D(r).$$

The embedded error is thus $D(m)-D(r)$, while the low level alone errs by $-D(r)$. By the same division as before, embedding beats the low level for

$$0<\frac{D(m)}{D(r)}<2\qquad(D(r)\neq0).\qquad(7)$$

Conditions (6) and (7) are separate demands. A useful embedding meets both.

A limiting case shows what the low level must contain. Suppose $E_L$ is a sum of bond energies that depend on the bond type alone. A reaction that exchanges one surface bond then has the same $\Delta E_L$ in $r$ and $m$, so $S_L=0$. The embedded result equals the cluster result, and no error cancels.

## Hartree–Fock inside MP2

For $L$ = Hartree–Fock and $H$ = second-order perturbation theory (MP2), $E_H=E_L+E_c$, where for closed shells with real orbitals

$$E_c=\sum_{ijab}\frac{(ia|jb)\,[\,2(ia|jb)-(ib|ja)\,]}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b}.$$

Here $i,j$ label occupied and $a,b$ empty spatial orbitals, $\varepsilon$ are orbital energies, and $(ia|jb)$ is a two-electron repulsion integral in charge-density order. Now $D(x)=\Delta E_c(x)$, so the embedded error is

$$S_L-S_H=\Delta E_c(m)-\Delta E_c(r).\qquad(8)$$

The mean-field response to environment and links is carried in full. What remains is the change of the correlation contribution between model and real system. Equation (8) was tested with the sum for $E_c$ evaluated explicitly on both systems.

## Isolating the link atoms

Changing $g$ moves the links but leaves the real system untouched. If $\Delta E_X(m)$ shifts by $\delta_X$, equation (4) gives

$$\delta(\Delta E_{\rm sub})=\delta_H-\delta_L,\qquad(9)$$

because $\Delta E_L(m)$ enters with a minus sign. This is the link-atom cancellation by itself. It reduces the sensitivity when $0<\delta_L/\delta_H<2$, by the argument that led to (6).

## Forces

Write $F(m)=E_H(m)-E_L(m)$, a function of the inner positions and $\mathbf R_\ell$. Equation (1) reads $\mathbf R_\ell=(1-g)\mathbf R_A+g\mathbf R_B$, and the chain rule gives

$$\frac{\partial E_{\rm sub}}{\partial\mathbf R_A}=\frac{\partial E_L(r)}{\partial\mathbf R_A}+\frac{\partial F}{\partial\mathbf R_A}+(1-g)\frac{\partial F}{\partial\mathbf R_\ell},$$

$$\frac{\partial E_{\rm sub}}{\partial\mathbf R_B}=\frac{\partial E_L(r)}{\partial\mathbf R_B}+g\,\frac{\partial F}{\partial\mathbf R_\ell}.$$

The weights add to one, so the total force on an isolated system still vanishes.

If the link is instead held at fixed length $d$ along the unit vector $\mathbf u$ from $A$ to $B$, then $\mathbf R_\ell=\mathbf R_A+d\,\mathbf u$. With $\rho=|\mathbf R_B-\mathbf R_A|$, the derivative with respect to $\mathbf R_B$ is $(d/\rho)(\mathbf 1-\mathbf u\mathbf u^{T})$. A stretch of the bond by moving $B$ then leaves the link where it is. The two rules define different energy surfaces, and each needs its own derivative.

## Pseudocode

```
input: site species of the reaction, gas species,
       inner atoms, cut bonds (A,B), factor g
require: same cut bonds in every site species

for each site species s:
    real  = all atoms of s
    model = inner atoms of s
    for each cut bond (A,B):
        add H to model at R_A + g (R_B - R_A)
    EL_r[s] = low(real)
    EL_m[s] = low(model)
    EH_m[s] = high(model)
    E[s]    = EL_r[s] + EH_m[s] - EL_m[s]
for each gas species q:
    E[q] = high(q)

dE = sum E(products) - sum E(reactants)

checks:
    enlarge the inner layer; record D(m) and dE
    change g; record delta_H, delta_L and their difference
    where high(real) is affordable: form S_L/S_H, D(m)/D(r)
```

## Example: a tin surface site

The real system is a hydrogen-terminated fragment, Sn$_4$H$_{10}$, of a (111) surface of tin in the diamond structure. The surface atom carries one H along the surface normal and has three Sn back-neighbours, each closed by three H. All bond directions are tetrahedral. The chosen lengths are 2.8 Å for Sn–Sn, 1.7 Å for Sn–H, 2.4 Å for Sn–Cl, 1.3 Å for H–Cl and 2.0 Å for Cl–Cl. Link hydrogens at 1.7 Å give $g=1.7/2.8=0.607$.

The levels are Hartree–Fock and MP2. Sn and Cl have the LANL2DZ core potential and basis plus one d shell; H has 6-31G. Two reactions are considered:

- proton removal: Sn–H + Cl$^-$ → Sn$^-$ + HCl;
- chlorination: Sn–H + Cl$_2$ → Sn–Cl + HCl.

Nothing relaxes, and vibrations, solvent, periodicity and correlation beyond MP2 are left out. There are no diffuse functions, which matters for the anions. The gas energies cancel in $S_X$, so the poor description of free Cl$^-$ affects the reaction energy but not the embedding error. The basis error of the surface anion does not cancel in this way.

### Proton removal

With no back-neighbour kept, MP2 on the cluster gives $0.976$ eV. Hartree–Fock gives $1.290$ eV for the model and $0.073$ eV for the real system, so

$$S_L=0.073-1.290=-1.216\ \text{eV}$$

after rounding of the unrounded difference, and

$$\Delta E_{\rm sub}=0.976-1.216=-0.240\ \text{eV},$$

or $-23$ kJ/mol. MP2 on the real system gives $-0.372$ eV. The cluster error of $1.35$ eV falls to $0.13$ eV. The negative sign of the full-system energy is no prediction for real tin: without diffuse functions the energy of free Cl$^-$ is too high by an amount comparable with these reaction energies, which makes proton removal look too favourable. Hartree–Fock on the whole system errs by $0.073+0.372=0.445$ eV, so embedding beats both of its ingredients.

For $k=0,1,2$ kept neighbours the cluster errors are $1.35$, $0.83$ and $0.39$ eV, and the embedded errors $0.13$, $0.08$ and $0.04$ eV. The ratio $S_L/S_H$ stays at $0.90$. The equal-shift picture of the opening is a fair approximation: successive neighbours change the MP2 energy by $-0.51$, $-0.44$ and $-0.39$ eV. The shifts weaken as neighbours are added, but both levels follow the same trend. Compared with link hydrogens, the real neighbours lower the energy of the anion relative to that of the hydrogenated site. The cause was not separately examined.

### Chlorination

Here the responses are small, and the result is a warning. The real-system values are $-2.993$ eV (Hartree–Fock) and $-2.983$ eV (MP2).

For $k=0$, $S_L=-0.005$ eV and $S_H=-0.035$ eV. Embedding gives $-2.948-0.005=-2.953$ eV, or $-285$ kJ/mol, and lowers the error from $0.035$ to $0.030$ eV. For $k=1$, $S_L=+0.011$ eV but $S_H=-0.016$ eV. The signs differ, (6) fails, and the error grows from $0.016$ to $0.026$ eV. For $k=2$ it grows from $0.007$ to $0.017$ eV.

Condition (7) fails for all three models. Hartree–Fock on the real system differs from MP2 by $0.010$ eV, less than any of the embedded errors. In numbers, $D(m)=0.041$, $0.037$ and $0.027$ eV for $k=0,1,2$, while $D(r)=0.010$ eV; every ratio exceeds two. This closeness of the two levels belongs to this reaction, basis and geometry and is no general merit of Hartree–Fock.

By (8), the residual error is the environment dependence of the correlation contribution. This contribution, $D=\Delta E_c$, is positive in the real system and in all three models, so correlation makes the reaction less exothermic. It does so less in the real system than in the models, which gives the embedded error its positive sign. The cause of this difference was not examined.

### Link length and force

With $k=0$, lengthening all three links from 1.6 to 1.8 Å shifts the proton-removal energy by $\delta_H=-0.391$ eV and $\delta_L=-0.454$ eV. The embedded energy shifts by

$$-0.391-(-0.454)=0.063\ \text{eV}.$$

Most of the sensitivity cancels. The cluster's shift over this range is well below its error of $1.35$ eV, so adjusting the link length within the range cannot repair the bare cluster. For chlorination, $\delta_H=0.041$ eV and $\delta_L=0.073$ eV leave $-0.032$ eV: the sign reverses and the magnitude falls by about a fifth.

The force rule was tested on H$_3$Sn–SnH$_3$ with SnH$_4$ as model. Along a displacement $s$, atom $A$ moves by $-0.6s$ and $B$ by $+0.8s$ on the bond axis. The finite-difference slope is $0.115$ eV/Å, as is the chain-rule slope. Assigning the whole link force to $A$ gives $0.224$ eV/Å, nearly twice the correct value. For this purely axial motion, that number is the slope for a link of fixed length, a different energy surface.

The numerical output gives the full set of values.

## Cost

Each site species needs one low-level calculation on $r$ and a low- and a high-level one on $m$. With a conventional MP2 implementation, the integral transformation scales as the fifth power of system size at fixed basis quality. If the real system is $n$ times larger than the model, avoiding MP2 on it saves a factor of about $n^5$ in that step. Conventional Hartree–Fock scales formally as the fourth power, so for large $n$ the term $E_L(r)$ can dominate the total cost. Enlarging the inner layer leaves $E_L(r)$ unchanged, and it should be stored.

## Stability and failure modes

**Convergence of total energies.** For one site species and one gas molecule on each side, $\Delta E_{\rm sub}$ combines six site energies and two gas energies. If each is converged to within $\eta$, the resulting error is at most $8\eta$. Small corrections such as those for chlorination need correspondingly tight thresholds.

**Inconsistent low level.** $E_L(r)$ and $E_L(m)$ must use the same functional or method, core potentials, basis quality and numerical settings. Otherwise $S_L$ contains the difference between settings. With a periodic slab as $r$, $S_L$ also contains the low-level interaction between repeated reaction sites.

**Different electronic states.** If the low level finds one state in $r$ and another in $m$, their difference no longer measures the environment. Charge and spin, and where the charge resides, should be compared between the two.

**Changing partition.** If a bond is cut in the reactant but not in the product, the model reaction has unequal numbers of link atoms. $D(m)$ then also contains the difference between levels for the atoms and bonds that are present on one side only.

**Crowded links.** If one outer atom $B$ is bonded to two inner atoms $A_1$ and $A_2$, equation (1) places two links at a separation

$$|\mathbf R_{\ell1}-\mathbf R_{\ell2}|=(1-g)|\mathbf R_{A_1}-\mathbf R_{A_2}|,$$

since the terms $g\mathbf R_B$ cancel. For the tin lattice above, $|\mathbf R_{A_1}-\mathbf R_{A_2}|=2(2.8)\sqrt{2/3}=4.57$ Å, and the links are $1.80$ Å apart. Moving $B$ into the inner layer removes this pair of links, though other bonds of $B$ may then have to be cut.

**False convergence.** Since $\Delta E_{\rm sub}=\Delta E_L(r)+D(m)$, enlarging the inner layer changes the result by the change in $D(m)$. For chlorination, going from $k=0$ to $k=1$ changes it by $0.004$ eV, while $0.026$ eV of error remains. One small step is therefore no proof of convergence. A high-level calculation on at least one larger system, with both ratios formed, is the more informative check.

## Calculated quantities

```
Bond lengths Sn-Sn, Sn-H, Sn-Cl (A): 2.8 1.7 2.4
Bond lengths H-Cl, Cl-Cl (A): 1.3 2.0
d exponents Sn, Cl (1/bohr^2): 0.2 0.6
Link scale factor g (no unit): 0.6071
chlorination: real system, HF -2.9934 eV, MP2 -2.9830 eV
 kept 0: model HF -2.9887, MP2 -2.9479, embedded -2.9527 eV
  S_L -0.0048, S_H -0.0351 eV, ratio 0.136
  error: cluster 0.0351, embedded 0.0304 eV; embedding better: True
  embedded result -284.9 kJ/mol
 kept 1: model HF -3.0040, MP2 -2.9675, embedded -2.9569 eV
  S_L 0.0106, S_H -0.0155 eV, ratio -0.682
  error: cluster 0.0155, embedded 0.0261 eV; embedding better: False
 kept 2: model HF -3.0033, MP2 -2.9762, embedded -2.9663 eV
  S_L 0.0098, S_H -0.0068 eV, ratio -1.438
  error: cluster 0.0068, embedded 0.0167 eV; embedding better: False
proton removal: real system, HF 0.0733 eV, MP2 -0.3715 eV
 kept 0: model HF 1.2895, MP2 0.9762, embedded -0.2401 eV
  S_L -1.2162, S_H -1.3477 eV, ratio 0.902
  error: cluster 1.3477, embedded 0.1314 eV; embedding better: True
  embedded result -23.2 kJ/mol
 kept 1: model HF 0.8271, MP2 0.4620, embedded -0.2918 eV
  S_L -0.7538, S_H -0.8335 eV, ratio 0.904
  error: cluster 0.8335, embedded 0.0797 eV; embedding better: True
 kept 2: model HF 0.4239, MP2 0.0170, embedded -0.3336 eV
  S_L -0.3506, S_H -0.3885 eV, ratio 0.902
  error: cluster 0.3885, embedded 0.0379 eV; embedding better: True
Link length changed from 1.6 to 1.8 A, no neighbour kept:
 chlorination: shift HF 0.0732, MP2 cluster 0.0410, embedded -0.0322 eV
 proton removal: shift HF -0.4536, MP2 cluster -0.3909, embedded 0.0628 eV
Slope of embedded energy along the cut-bond stretch (eV/A):
 finite difference 0.1149, chain rule 0.1151
 link force put wholly on inner atom 0.2235
```
